# Hönl-London Factors from 3j Symbols, with Their Branch Sum Rule, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From rotor states to the line strength

### What goes wrong without the factors

A program that knows the electronic transition moment of a molecule does not yet know how much of it each rotational line receives. Equal shares are wrong, and so is one fixed pattern for all bands. For a lower level with \(J=3\), the Q line takes 0.58 of a total of 7 when the axial angular momentum stays at 1, but 2.92 of 7 when it rises from 1 to 2. A rotational population read from line intensities with the wrong pattern can be wrong even if the measurement is perfect.

The second fault is one of normalization. If the sum of the factors is not proportional to \(2J+1\), the total absorption of a band acquires a false dependence on the rotational populations. If they do add up to \(2J+1\) but the two components of a degenerate electronic state are miscounted, the band is wrong by a factor of two.

Both faults are cured by one formula, applied to each signed pair of states with the pairs counted separately. Let the lower level have total angular momentum \(J\), projection \(\Lambda\) on the molecular axis and projection \(M\) on a laboratory axis. Primes mark the upper level. The projections are signed, and \(q=\Lambda'-\Lambda\). The Hönl-London factor is

\[
S=(2J+1)(2J'+1)
\begin{pmatrix}J'&1&J\\-\Lambda'&q&\Lambda\end{pmatrix}^2 ,
\tag{1}
\]

with \(q=0\) for a parallel band and \(q=\pm1\) for a perpendicular band. For one signed pair \(\Lambda\to\Lambda'\) its sum over \(J'\) is \(2J+1\).

The model is a rigid linear molecule in singlet states, so that \(J\), \(\Lambda\) and \(M\) are integers. Mixing between electronic states is neglected, and the transition moment is taken to be the same for all rotational lines of the band. The algebra is in atomic units.

### Rotor states

Let \(R=R_z(\alpha)R_y(\beta)R_z(\gamma)\) be the rotation that carries the laboratory axes into the body axes, with body \(z\) along the molecule. Its matrix for angular momentum \(J\) is

\[
D^J_{M\Lambda}(R)=\langle JM|e^{-i\alpha J_z}e^{-i\beta J_y}e^{-i\gamma J_z}|J\Lambda\rangle
=e^{-iM\alpha}d^J_{M\Lambda}(\beta)e^{-i\Lambda\gamma}.
\tag{2}
\]

In the standard basis \(J_y\) is purely imaginary, so \(-i\beta J_y\) and hence \(d^J\) are real.

The rotor functions are proportional to \(D^{J*}_{M\Lambda}\). To see why the complex conjugate appears, turn the whole molecule by \(R_0\). A function \(f(R)\) becomes \(f(R_0^{-1}R)\). Matrix multiplication and unitarity give

\[
D^{J*}_{M\Lambda}(R_0^{-1}R)
=\sum_{N}D^{J*}_{MN}(R_0^{-1})D^{J*}_{N\Lambda}(R)
=\sum_{N}D^{J}_{NM}(R_0)D^{J*}_{N\Lambda}(R).
\]

This is the law by which a state \(|JM\rangle\) turns, so the function carries \(J\) and \(M\) as required.

For a linear molecule the nuclei have no angular momentum about the axis, and \(\Lambda\) belongs to the electrons. The angle \(\gamma\) is then a free choice of body frame. If the frame is turned by \(\gamma\), every electron azimuth measured in it falls by \(\gamma\), and the electronic function \(\phi_\Lambda\) gains \(e^{-i\Lambda\gamma}\). The factor \(e^{i\Lambda\gamma}\) in \(D^{J*}_{M\Lambda}\) cancels this phase. The full state does not depend on \(\gamma\), so averaging over \(\gamma\) changes nothing. For a symmetric top \(\gamma\) is a true coordinate, and \(K\) replaces \(\Lambda\) in the rotor functions and in (1). The treatment of Σ–Π bands in Part 2 is specific to linear molecules.

### Averages over rotations

All the integrals needed follow from one observation. Let \(U(R)\) be the rotation operator on any space built from integer angular momenta, and define its average

\[
\mathcal P=\frac1{8\pi^2}\int_0^{2\pi}\!d\alpha\int_0^\pi\!\sin\beta\,d\beta\int_0^{2\pi}\!d\gamma\;U(R).
\tag{3}
\]

The measure does not change when \(R\) is replaced by \(R_0R\). The angles \((\beta,\alpha)\) give the direction of the body axis, and rotations preserve area on the sphere. For each direction, \(\gamma\) is shifted by a constant, which does not affect an integral over a full turn. Therefore \(U(R_0)\mathcal P=\mathcal P\), and whatever \(\mathcal P\) produces is invariant under rotations.

A vector that is already invariant is left alone by \(\mathcal P\). The space orthogonal to all invariant vectors is carried into itself by the unitary \(U\), hence also by \(\mathcal P\). It contains no invariant vector except zero, so \(\mathcal P\) annihilates it. Thus \(\mathcal P\) is the orthogonal projector on the invariant vectors.

**Two angular momenta.** The product of \(J\) with \(J\) contains total angular momentum zero once. The normalized invariant vector is

\[
|0\rangle=\frac1{\sqrt{2J+1}}\sum_m(-1)^{J-m}|m\rangle|{-m}\rangle .
\tag{4}
\]

Its total \(J_z\) is zero. To see that the total \(J_+\) annihilates it, set \(c(m)=\sqrt{J(J+1)-m(m+1)}\). The vector \(|m+1\rangle|{-m}\rangle\) arises from raising the first factor of term \(m\), with coefficient \((-1)^{J-m}c(m)\), and from raising the second factor of term \(m+1\), with coefficient \((-1)^{J-m-1}c(m)\). The two cancel. With \(J_z=0\) and \(J_+=0\), the identity \(\mathbf J^2=J_-J_++J_z^2+J_z\) gives total angular momentum zero.

**Three angular momenta.** The product of \(J_1\), \(J_2\), \(J_3\) contains zero once if \(J_3\) lies between \(|J_1-J_2|\) and \(J_1+J_2\), and otherwise not at all. The reason is that \(J_1\) and \(J_2\) couple to \(J_3\) at most once, and a total of zero requires two equal angular momenta. The 3j symbols are the components of this normalized invariant vector:

\[
|0\rangle=\sum_{m_1m_2m_3}
\begin{pmatrix}J_1&J_2&J_3\\m_1&m_2&m_3\end{pmatrix}
|m_1\rangle|m_2\rangle|m_3\rangle .
\tag{5}
\]

They vanish unless \(m_1+m_2+m_3=0\). The conditions \(J_z|0\rangle=0\) and \(J_+|0\rangle=0\) have real coefficients, so the components can be chosen real. An overall sign remains as a convention, and it cancels below because symbols with the same upper row occur in pairs. Normalization reads

\[
\sum_{m_1m_2m_3}
\begin{pmatrix}J_1&J_2&J_3\\m_1&m_2&m_3\end{pmatrix}^2=1 .
\tag{6}
\]

Now take the matrix element of \(\mathcal P=|0\rangle\langle0|\) between two product states. On the product space \(U\) is a product of three \(D\) matrices, so

\[
\frac1{8\pi^2}\int dR\;D^{J_1}_{m_1n_1}D^{J_2}_{m_2n_2}D^{J_3}_{m_3n_3}
=\begin{pmatrix}J_1&J_2&J_3\\m_1&m_2&m_3\end{pmatrix}
\begin{pmatrix}J_1&J_2&J_3\\n_1&n_2&n_3\end{pmatrix}.
\tag{7}
\]

The right side is real, so the same result holds with all three functions conjugated.

### Complex conjugation and normalization

A conjugated \(D\) can be exchanged for an unconjugated one. Define \(C|m\rangle=(-1)^m|{-m}\rangle\). Acting on \(|{-m}\rangle\),

\[
CJ_+C^{-1}|{-m}\rangle=(-1)^mCJ_+|m\rangle=(-1)^mc(m)\,C|m+1\rangle
=-c(m)|{-m-1}\rangle=-J_-|{-m}\rangle .
\]

Thus \(C\) turns \(J_+\) into \(-J_-\) and, in the same way, \(J_-\) into \(-J_+\). It leaves \(J_y=(J_+-J_-)/(2i)\) unchanged and commutes with \(d^J\). Comparing matrix elements gives \(d^J_{-M,-\Lambda}=(-1)^{M+\Lambda}d^J_{M\Lambda}\). For integers \((-1)^{M+\Lambda}=(-1)^{M-\Lambda}\), and with the phases of (2)

\[
D^{J*}_{M\Lambda}=(-1)^{M-\Lambda}D^J_{-M,-\Lambda}.
\tag{8}
\]

The norm follows from (4) and (8). The average of \(D^J_{M\Lambda}D^J_{-M,-\Lambda}\) is the product of two components of (4), which is \((-1)^{J-M}(-1)^{J-\Lambda}/(2J+1)\). Multiplication by the sign in (8) leaves \((-1)^{2J-2\Lambda}/(2J+1)=1/(2J+1)\) for the average of \(|D^J_{M\Lambda}|^2\). The normalized rotor functions are therefore

\[
\psi_{J\Lambda M}=\sqrt{\frac{2J+1}{8\pi^2}}\;D^{J*}_{M\Lambda}(\alpha,\beta,\gamma).
\tag{9}
\]

### The dipole in the laboratory

Light acts on laboratory components of the dipole, while electronic-structure programs deliver body components. Use the spherical components

\[
v_{\pm1}=\mp\frac{v_x\pm iv_y}{\sqrt2},\qquad v_0=v_z ,
\tag{10}
\]

which are \(v_m=\mathbf e_m\cdot\mathbf v\) with \(\mathbf e_{\pm1}=\mp(\hat x\pm i\hat y)/\sqrt2\) and \(\mathbf e_0=\hat z\). The dot product here conjugates nothing.

These unit vectors form a standard basis for angular momentum 1. A small rotation by \(\theta\) about \(\mathbf k\) adds \(\theta\,\mathbf k\times\mathbf v\), so the generator acts as \(J_k\mathbf v=i\mathbf k\times\mathbf v\). For example,

\[
J_+\mathbf e_0=i(\hat x+i\hat y)\times\hat z=i(-\hat y+i\hat x)=-(\hat x+i\hat y)=\sqrt2\,\mathbf e_{+1},
\]

with the sign and size required by \(c(0)=\sqrt2\). Likewise \(J_-\mathbf e_0=\hat x-i\hat y=\sqrt2\,\mathbf e_{-1}\).

The body unit vectors are the rotated laboratory ones, \(\mathbf e_q^{\rm body}=\sum_pD^1_{pq}\mathbf e_p^{\rm lab}\). The dot product with the dipole gives \(\mu_q^{\rm body}=\sum_pD^1_{pq}\mu_p^{\rm lab}\). Since \(D^1\) is unitary, the inverse is

\[
\mu_p^{\rm lab}=\sum_qD^{1*}_{pq}\,\mu_q^{\rm body}.
\tag{11}
\]

Let \(\mu_q=\langle\phi_{\Lambda'}|\mu_q^{\rm body}|\phi_\Lambda\rangle\), with the vibrational integral included. A turn of the electrons about the axis multiplies this element by a phase unless \(\Lambda'=\Lambda+q\). One value of \(q\) therefore survives for a given pair of signed states. For a symmetric top the \(\gamma\) integral imposes the corresponding condition \(K'=K+q\).

### Amplitude and line strength

Insert (9) and (11). Conjugating the upper state turns its \(D^*\) into \(D\):

\[
A_{M'pM}=\mu_q\frac{\sqrt{(2J+1)(2J'+1)}}{8\pi^2}
\int dR\;D^{J'}_{M'\Lambda'}D^{1*}_{pq}D^{J*}_{M\Lambda}.
\]

By (8), \(D^{J'}_{M'\Lambda'}=(-1)^{M'-\Lambda'}D^{J'*}_{-M',-\Lambda'}\). All three functions are now conjugated, and (7) gives

\[
A_{M'pM}=(-1)^{M'-\Lambda'}\mu_q\sqrt{(2J+1)(2J'+1)}
\begin{pmatrix}J'&1&J\\-M'&p&M\end{pmatrix}
\begin{pmatrix}J'&1&J\\-\Lambda'&q&\Lambda\end{pmatrix}.
\tag{12}
\]

The first symbol describes the orientation of the molecule in the laboratory, the second the orientation of the dipole in the molecule. The selection rule \(J'=J-1,J,J+1\), with \(0\to0\) excluded, is the condition for an invariant vector to exist.

The line strength is the sum of \(|A|^2\) over \(M\), \(M'\) and \(p\). The sum over \(p\) equals the sum over \(x\), \(y\), \(z\), because the \(\mathbf e_p\) are orthonormal. By (6), the squares of the first 3j symbol add to one. What remains is

\[
\sum_{M'pM}|A_{M'pM}|^2=|\mu_q|^2\,S ,
\tag{13}
\]

with \(S\) given by (1).

For linearly polarized light and equally populated \(M\) states, take the laboratory \(z\) axis along the polarization and keep \(p=0\). Tracing the invariant state (5) over its first and third factors leaves an operator on the angular momentum 1 that commutes with rotations. It is a multiple of the identity with trace one, so each \(p\) contributes one third of (13). If the \(M\) states are unequally populated, this fraction is no longer guaranteed. In an aligned sample it generally changes, and (12) must be used state by state.

## Part 2. The sum rule, the branch formulas and their use

### Symbols and results carried over

The lower level has total angular momentum \(J\) and signed axial projection \(\Lambda\); the upper level has \(J'\) and \(\Lambda'=\Lambda+q\). The laboratory projections are \(M\) and \(M'\), and \(\mu_q\) is the spherical component of the transition moment in the body frame. The line strength, summed over \(M\), \(M'\) and the dipole components \(p\), is \(|\mu_q|^2S\), with

\[
S=(2J+1)(2J'+1)
\begin{pmatrix}J'&1&J\\-\Lambda'&q&\Lambda\end{pmatrix}^2 .
\tag{14}
\]

The 3j symbols are the real components of the normalized, rotationally invariant vector built from three angular momenta. For two equal angular momenta that vector is \((2J+1)^{-1/2}\sum_m(-1)^{J-m}|m\rangle|{-m}\rangle\). The map \(C|m\rangle=(-1)^m|{-m}\rangle\) turns \(J_\pm\) into \(-J_\mp\). The branches P, Q and R have \(J'=J-1\), \(J\) and \(J+1\).

The line strength has been derived as \(|\mu_q|^2S\), with the Hönl-London factor \(S\) given by (14). What remains is to prove the sum rule, find explicit formulas for the P, Q and R branches, settle the factor of two in Σ–Π bands, and apply the results in an example and in a program.
